Direction-cosine matrix elements between symmetric-top states from Wigner functions

The rotational states of a rigid symmetric top are labelled by the angular momentum J, its projection M on the space-fixed axis Z and its projection K on the molecular axis z. An electric field couples them through the direction cosines between space axes and molecular axes. In spherical components these are Wigner functions of rank one, and their matrix elements are

⟨J'K'M'| D¹*_pq |JKM⟩ = √[(2J+1)/(2J'+1)] ⟨JM1p|J'M'⟩ ⟨JK1q|J'K'⟩,  (1)

with M' = M+p, K' = K+q, and J' = J−1, J or J+1. The indices p and q take the values +1, 0, −1 and refer to the space frame and the molecular frame. The two brackets are coefficients for coupling an angular momentum J to an angular momentum 1. One carries all the dependence on M, the other all the dependence on K.

The conventions come first. Let R = R_Z(φ)R_Y(θ)R_Z(χ) be the rotation that carries the space axes X, Y, Z into the molecular axes x, y, z. The direction cosine Φ_Fg is the scalar product of the unit vectors along F and g, so Φ_Fg = R_Fg. The Wigner functions are matrix elements of the same rotation between standard angular-momentum states,

D^J_MK = ⟨JM| e^(−iφj_Z) e^(−iθj_Y) e^(−iχj_Z) |JK⟩ = e^(−iMφ) d^J_MK(θ) e^(−iKχ).

Here j denotes the standard matrices in units of ħ, whose raising and lowering elements are positive. Then −ij_Y = −(j₊ − j₋)/2 is real, and so is d. The states of the top, for integer J, are

|JKM⟩ = N_J D^J*_MK,  N_J = √[(2J+1)/(8π²)].

To see why the direction cosines are Wigner functions, take the vectors

e_±1 = ∓(X̂ ± iŶ)/√2,  e_0 = Ẑ.

A small rotation by ε about F changes a vector V by ε F̂×V, so j_F acts on vectors as iF̂×. This gives j_Z e_±1 = ±e_±1, j₋e_+1 = √2 e_0 and j₋e_0 = √2 e_−1, which are the standard relations for angular momentum 1. Hence R e_q = Σ_p e_p D¹_pq. Define the space components of V by V_p = e_p·V, without complex conjugation, so that V_±1 = ∓(V_X ± iV_Y)/√2 and V_0 = V_Z. The molecular components are v_q = (R e_q)·V = Σ_p D¹_pq V_p. Since D¹ is unitary, the inverse relation is

V_p = Σ_q D¹*_pq v_q.  (2)

For a unit vector along z, v_0 = 1 and v_±1 = 0, so D¹*_00 = Φ_Zz = cosθ. The other Cartesian cosines follow from V_X = (V_−1 − V_+1)/√2 and V_Y = i(V_−1 + V_+1)/√2. A unit vector along x has v_±1 = ∓1/√2, and therefore

Φ_Xx = ½(D¹*_{1,1} − D¹*_{1,−1} − D¹*_{−1,1} + D¹*_{−1,−1}).

The complex conjugate in the definition of the states fixes their phases. Turning the molecule by ε about F replaces ψ(R) by ψ(R_F(−ε)R), which must equal (1 − iεJ_F/ħ)ψ(R). For ψ = N_J⟨JM|R|JK⟩* this replacement inserts 1 + iεj_F to the left of R. Conjugation turns i⟨M|j_F|M''⟩ into −i⟨M''|j_F|M⟩, so

J_F |JKM⟩ = ħ Σ_M'' ⟨M''|j_F|M⟩ |JKM''⟩.

The space components therefore act on M in the standard way. A rotation about a molecular axis g instead inserts 1 + iεj_g to the right of R, and the same comparison gives

J_g |JKM⟩ = ħ Σ_K'' ⟨K''|j_g|K⟩* |JK''M⟩.

Conjugation leaves j_x and j_z unchanged and reverses j_y. Thus J_z has the eigenvalue ħK, and the operator that raises K is J_x − iJ_y:

(J_X + iJ_Y)|JKM⟩ = ħ√[J(J+1) − M(M+1)] |J,K,M+1⟩,
(J_x − iJ_y)|JKM⟩ = ħ√[J(J+1) − K(K+1)] |J,K+1,M⟩.

Both roots are positive. The molecular components obey [J_x, J_y] = −iħJ_z, with the sign opposite to that of the space components. If each state is multiplied by its own phase factor e^(iη), an element is multiplied by e^(i(η−η')), where η' belongs to the final state. Tables made with different phase conventions may thus differ in signs or factors of i while agreeing in every squared modulus. Diagonal elements do not depend on these phases.

The states are orthonormal over dφ sinθ dθ dχ. The integrals over φ and χ vanish unless M and K agree. States with different J are orthogonal because J² is hermitian and its eigenvalues differ. For the norm, let C be the positive root in the first ladder relation. The squared norm of J₊ψ_M is ħ²C² times that of ψ_M, because J₋J₊ψ_M = ħ²C²ψ_M, and it is also ħ²C² times that of ψ_{M+1}, because J₊ψ_M = ħCψ_{M+1}. The integral of |D^J_MK|² is therefore the same for all M. Unitarity gives Σ_M |D^J_MK|² = 1, whose integral is 8π², so each of the 2J+1 terms contributes 8π²/(2J+1). This is 1/N_J².

The coupling coefficients can be found from a three-row eigenvalue problem. Let s be an angular momentum 1 and write a state of total angular momentum J' and projection m as

|J'm⟩ = Σ_p c_p |J,m−p⟩|1p⟩,  c_p = ⟨J,m−p,1,p|J'm⟩.

The square of the total angular momentum contains 2j·s, so j·s has the eigenvalue λ = [J'(J'+1) − J(J+1) − 2]/2. This is J, −1 or −(J+1) for J' = J+1, J or J−1. Now use j·s = j_Z s_Z + (j₊s₋ + j₋s₊)/2, in which the ladder elements of s equal √2. With

a = √[(J+m)(J−m+1)],  b = √[(J−m)(J+m+1)],

the components of the eigenvalue equation are

(λ−m+1)c_1 = a c_0/√2,
λc_0 = (a c_1 + b c_−1)/√2,
(λ+m+1)c_−1 = b c_0/√2.

For λ = J, the first and third rows give c_1² = c_0²(J+m)/[2(J−m+1)] and c_−1² = c_0²(J−m)/[2(J+m+1)]. Setting the sum of squares to one and using a common denominator,

1/c_0² = {2[(J+1)²−m²] + (J+m)(J+m+1) + (J−m)(J−m+1)} / {2[(J+1)²−m²]}
= (J+1)(2J+1)/[(J+1)²−m²].

For λ = −1 the rows give c_1 = −a c_0/(√2 m) and c_−1 = b c_0/(√2 m). Since a²+b² = 2J(J+1) − 2m², normalization gives c_0² = m²/[J(J+1)]. For λ = −(J+1) they give c_1 = −a c_0/[√2(J+m)] and c_−1 = −b c_0/[√2(J−m)], and

1/c_0² = [2(J²−m²) + (J−m)(J−m+1) + (J+m)(J+m+1)]/[2(J²−m²)]
= J(2J+1)/(J²−m²).

The coefficients, with m the final projection, are

J' = J+1: c_±1 = √{(J±m)(J±m+1)/[2(J+1)(2J+1)]}, c_0 = √{[(J+1)²−m²]/[(J+1)(2J+1)]};

J' = J: c_±1 = ∓√{(J±m)(J∓m+1)/[2J(J+1)]}, c_0 = m/√[J(J+1)];

J' = J−1: c_±1 = √{(J∓m)(J∓m+1)/[2J(2J+1)]}, c_0 = −√{(J²−m²)/[J(2J+1)]}.

Two cases involve a zero denominator. For J' = J+1 and m = ±(J+1), a single product state exists and its coefficient is 1. For J' = J and m = 0, the outer rows require c_0 = 0 and the middle row gives c_1 = −c_−1. The table contains both. For J = 0 the only value is J' = 1, because the total is then the angular momentum 1 itself.

The signs must also be consistent between different m. When the total raising operator acts on |J'm⟩, the part with s-projection −1 can come only from j₊ acting on that same part, with a positive factor. Thus c_−1 keeps its sign as m increases, wherever it is nonzero. The lowering operator gives the same conclusion for c_1, and the row equations link the two at a common m. One overall sign for each J' remains free. It appears in both brackets of equation (1) and cancels.

Now rotate the product state |JK⟩|1q⟩ and project it on ⟨JM|⟨1p|. Rotating the factors separately gives D^J_MK D¹_pq. Expanding in total angular momentum, where the rotation is D^J' within each J', gives the same quantity in another form:

D¹_pq D^J_MK = Σ_J' ⟨JM1p|J'M'⟩⟨JK1q|J'K'⟩ D^J'_M'K'.

Take the complex conjugate, remembering that the coefficients are real, and multiply by N_J. Since N_J D^J'*_M'K' = (N_J/N_J')|J'K'M'⟩,

D¹*_pq |JKM⟩ = Σ_J' √[(2J+1)/(2J'+1)] ⟨JM1p|J'M'⟩⟨JK1q|J'K'⟩ |J'K'M'⟩.

Orthonormality picks out one term and yields equation (1). The selection rules are those of the coupling coefficients.

For p = q = 0 the result is the matrix of cosθ, which is diagonal in K and M:

⟨J+1,K,M|Φ_Zz|JKM⟩ = √{[(J+1)²−K²][(J+1)²−M²]}/{(J+1)√[(2J+1)(2J+3)]},

⟨JKM|Φ_Zz|JKM⟩ = KM/[J(J+1)],

⟨J−1,K,M|Φ_Zz|JKM⟩ = √{(J²−K²)(J²−M²)}/{J√[(2J−1)(2J+1)]}.

The diagonal element is zero for J = 0. In the last line the two minus signs of the table have cancelled, and replacing J by J−1 in the first line gives the last, as hermiticity requires. For K = 0 the diagonal element vanishes, which is the case of a linear molecule without angular momentum about its axis.

The limit of large J has a classical reading. Put K = J cosα and M = J cosβ. The diagonal element tends to cosα cosβ, and each off-diagonal element to ½ sinα sinβ. Classically z precesses about the angular momentum at angle α, while Z lies at angle β from it, so cosθ = cosα cosβ + sinα sinβ cosη with a precession angle η. The steady part corresponds to J' = J, and the two Fourier parts of the oscillation, each with half the amplitude, correspond to J' = J±1.

Take the state J = 2, K = 1, M = 1. The three elements of Φ_Zz are

to J' = 3: √(8×8)/(3√35) = 0.4507,
to J' = 2: 1/6 = 0.1667,
to J' = 1: √(3×3)/(2√15) = 0.3873.

An element that changes both projections is ⟨3,2,2|Φ_Xx|2,1,1⟩. Only D¹*_{1,1} contributes, and both coupling coefficients are √[4×5/(2×3×5)] = √(2/3), so the element is ½√(5/7)×(2/3) = 0.2817.

Closure links these numbers to geometry. The matrix Φ is orthogonal, so Σ_F Φ_FgΦ_Fg' = δ_gg'. Inserting a complete set of states n gives

Σ_F Σ_n ⟨a|Φ_Fg|n⟩⟨n|Φ_Fg'|b⟩ = δ_gg' δ_ab.

The selection rules make the sum over n finite. To follow it in the formulas, fix the initial M and add the squares of the M coefficients over p, remembering that m = M+p. The three values of J' give

J+1: [(J+M+1)(J+M+2) + (J−M+1)(J−M+2) + 2(J+1)² − 2M²]/[2(J+1)(2J+1)] = (2J+3)/(2J+1),

J: [(J+M+1)(J−M) + (J−M+1)(J+M) + 2M²]/[2J(J+1)] = 1,

J−1: [(J−M−1)(J−M) + (J+M−1)(J+M) + 2J² − 2M²]/[2J(2J+1)] = (2J−1)/(2J+1).

In each case the sum is (2J'+1)/(2J+1). It cancels the prefactor of the squared equation (1), leaving

Σ_p |⟨J',K+q,M+p|D¹*_pq|JKM⟩|² = ⟨JK1q|J',K+q⟩².  (3)

The right side does not depend on M, as rotational symmetry demands. For q = 0 its sum over J' is

[(J+1)²−K²]/[(J+1)(2J+1)] + K²/[J(J+1)] + (J²−K²)/[J(2J+1)] = 1.

Over the common denominator J(J+1)(2J+1), the K² terms have the coefficient −J + (2J+1) − (J+1) = 0, and the remainder is J(J+1)² + J²(J+1) = J(J+1)(2J+1). For q = ±1 the sum over J' is also one, because the total states form a complete orthonormal set in the product space.

In the example, the Z part of the closure sum is 0.2032 + 0.0278 + 0.1500 = 0.3810, which is the mean value of cos²θ. Symmetry about Z makes the X and Y parts equal, and each is (1 − 0.3810)/2 = 0.3095.

A sum of squares cannot detect a wrong relative sign. The condition that the molecular axes be right-handed, z = x×y, can:

Φ_XxΦ_Yy − Φ_YxΦ_Xy = Φ_Zz.

Suppose all elements with J' = J and q = ±1 had the wrong sign. Every path from J to J+1 on the left contains one such step and one step that changes J, so the left side would give −Φ_Zz for this transition. The error would be 2|Φ_Zz|. It is largest for J = 0 to J = 1, where Φ_Zz = 1/√3 and the error is 1.1547. The squared elements would not change at all. The closure relation with g = x and g' = z is not a sum of squares, and it would also fail for this error. If the J' = J elements were reversed for all three values of q, the matrices would be those of −Φ with each state multiplied by (−1)^J. Every closure relation would then still hold, and the handedness condition would still expose the error.

Multiplying equation (3) by the number 2J+1 of initial M values gives the Hönl–London factors, the rotational line strengths summed over M, M' and the space components:

S = (2J+1) ⟨JK1q|J'K'⟩².

With R, Q and P denoting J' = J+1, J and J−1, the parallel factors for q = 0 are

R: [(J+1)²−K²]/(J+1),
Q: (2J+1)K²/[J(J+1)],
P: (J²−K²)/J.

For q = ±1 put s = qK, so that qm = s+1 in the table. The perpendicular factors are

R: (J+s+1)(J+s+2)/[2(J+1)],
Q: (2J+1)(J−s)(J+s+1)/[2J(J+1)],
P: (J−s)(J−s−1)/(2J).

For J = 0 only the R factors apply. Closure makes the three factors for each q add to 2J+1. From J = 2, K = 1 the R, Q and P factors are 2.667, 0.833 and 1.500 for K' = 1. They are 3.333, 1.667 and 0 for K' = 2, and 1.000, 2.500 and 1.500 for K' = 0. Each set adds to 5. The zero occurs because J' = 1 cannot have K' = 2.

A transition dipole along z has q = 0. One along x has |v_±1|² = ½, so each perpendicular factor enters with half weight. An observed intensity also contains the squared dipole, populations and frequency factors. If a field resolves the M components, the individual elements (1) are needed instead of the summed factors.

The sign of the diagonal element KM/[J(J+1)] matters directly in the Stark effect. The off-diagonal elements of cosθ link only J to J±1, so their signs can be absorbed in the phases of the states, and they enter the energies only through their squares. Take a model top with a permanent dipole μ = 5.00×10⁻³⁰ C m along +z, B = 10.000 GHz, and a field E = 1.00×10⁵ V/m along Z. At fixed K and M the Hamiltonian is hBJ(J+1) − μE cosθ, apart from a common constant in K². Although all values of M and both signs of K are degenerate without the field, cosθ does not connect these states, and ordinary nondegenerate perturbation theory applies. The coupling is μE/h = 754.595 MHz. For J = 2, K = 1, M = 1 the first-order shift is

−(μE/h) KM/[J(J+1)] = −754.595/6 = −125.766 MHz.

In second order the level is pushed up by J = 1, which lies 4hB below, and down by J = 3, which lies 6hB above:

(0.754595 GHz)² [0.150000/(40 GHz) − 0.203175/(60 GHz)] = 0.2071 MHz.

The two contributions nearly cancel. Their sum with the first-order term is −125.559 MHz. Numerical diagonalization with J = 1 to 8, using cosθ elements from Gauss–Legendre quadrature, gives −125.570 MHz, or −8.3204×10⁻²⁶ J. The remainder beyond second order is −0.0114 MHz. Between one quarter and one eighth of this field the corresponding remainder falls by a factor of 7.997, close to the 8 expected of a third-order term.

Reversing the sign of either K or M reverses the first-order shift, and for KM = 0 it vanishes. The shift then usually begins in second order, but there are exceptions. For J = 3 with K = 0, M = ±2 or K = ±2, M = 0, the contributions from J = 2 and J = 4 cancel, and the shift begins in fourth order. The linear shift also requires that any splitting between combinations of +K and −K, such as an inversion splitting, be small compared with the first-order shift μE|KM|/[J(J+1)] itself. A splitting comparable with this shift changes the behaviour, and a much larger one makes the shift quadratic in the field. The model leaves out such splittings, as well as centrifugal distortion, nuclear spin and polarizability. The angular elements (1) remain valid in the basis |JKM⟩, but the molecular eigenstates may then be combinations of these states.

Numbers in the example were calculated in double precision.
